# How evaporation removes a volatile impurity from a liquid precursor: verification in Python

```python
"""Purification of a liquid precursor by evaporation of a volatile impurity.

Result under test: x/x0 = f**(alpha-1), equal to about 0.13 for f=0.8, alpha=10.
x     : impurity mole fraction in the liquid, x0 its initial value
f     : moles of liquid left / initial moles of liquid
alpha : vapour pressure of pure impurity / vapour pressure of pure host
Vapour leaves in equilibrium with a well-mixed liquid and does not return.
The program also sizes effects outside this model. Lengths are in cm.
"""
import numpy as np
import scipy.constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Round model inputs; host values are rough, typical of a volatile metal chloride
temperature = 293.0          # K
p_host, p_imp = 10.0, 100.0  # Torr, pure liquids
moles0 = 1.0                 # mol
x_start = 1e-4
f = 0.8
molar_volume = 110.0         # cm3/mol
head_volume = 200.0          # cm3
area = 30.0                  # cm2
dose, period = 1e-5, 10.0    # mol, s
diffusivity = 2e-5           # cm2/s
conductivity = 1.4e-3        # W/(cm K)
h_host, h_imp = 0.41, 0.35   # eV per molecule, evaporation enthalpies
mass_host, mass_imp = 190.0, 170.0  # g/mol
w_mix = 0.005                # eV, regular-solution energy
warm = 313.0                 # K
x_rich = 0.05
target = 0.01

alpha = p_imp / p_host
k_ev = const.k / const.e
draw = dose / period
duration = (1 - f) * moles0 / draw


def dilute_ratio(volatility, left=f):
    return left ** (volatility - 1)


def evaporate(x0, left):
    """Integrate component amounts under Raoult's law with fluctuating draw."""
    def rates(t, n):
        x = n[0] / (n[0] + n[1])
        pi, ph = x * p_imp, (1 - x) * p_host
        rate = (1 - left) * (1 + 0.8 * np.sin(6 * np.pi * t))
        return [-rate * pi / (pi + ph), -rate * ph / (pi + ph)]
    sol = solve_ivp(rates, (0, 1), [x0, 1 - x0], method="DOP853",
                    rtol=1e-11, atol=1e-12 * x0)
    assert sol.success
    ni, nh = sol.y[:, -1]
    return ni / (ni + nh) / x0, ni / x0


# Dilute law, amount left and mean delivered vapour
ratio = dilute_ratio(alpha)
ode_ratio, ode_left = evaporate(1e-8, f)
amount_left = f ** alpha
mean_vapour = (1 - amount_left) / (1 - f)
assert abs(ode_ratio / ratio - 1) < 1e-6
assert abs(ode_left / amount_left - 1) < 1e-6
assert abs((1 - ode_left) / (1 - f) / mean_vapour - 1) < 1e-6
assert 0.125 < ode_ratio < 0.135

# Evaporated fraction needed for a target purity
needed = 1 - target ** (1 / (alpha - 1))
assert abs(evaporate(1e-8, 1 - needed)[0] / target - 1) < 1e-6


# Finite concentration
def finite_ratio(x0):
    s = brentq(lambda q: (1 - x0) * q + x0 * q ** alpha - f, 0, 1, xtol=1e-14)
    return s ** alpha / f


for x0 in (x_start, x_rich):
    assert abs(evaporate(x0, f)[0] / finite_ratio(x0) - 1) < 1e-7
finite_shift = alpha * x_start * (1 - ratio)
# Tolerance allows for the next order in the initial mole fraction
assert abs((evaporate(x_start, f)[0] / ratio - 1) / finite_shift - 1) < 0.01


# Closed evaporation: solve each mole balance, then let vapour leave
def closed_doses(count):
    size = (1 - f) / count
    liquid, x = 1.0, 1.0
    for _ in range(count):
        impurity = x * liquid
        liquid -= size
        x = impurity / (liquid + alpha * size)
    return x


doses = round((1 - f) * moles0 / dose)
single = 1 / (f + alpha * (1 - f))
balance = brentq(lambda x: f * x + (1 - f) * alpha * x - 1, 0, 1)
assert abs(balance - single) < 1e-10
assert abs(closed_doses(1) - single) < 1e-12
pulsed = closed_doses(doses)
assert abs(pulsed / ratio - 1) < 2e-4  # finite dose size

# Headspace inventory; the check lets gas volume grow as liquid recedes
vapour_density = p_host * const.torr / (const.R * temperature) * 1e-6
gas = vapour_density * head_volume / moles0
head_ratio = ((f + alpha * gas) / (1 + alpha * gas)) ** (alpha - 1)


def gas_amount(n):
    return vapour_density * (head_volume + (moles0 - n) * molar_volume)


def inventory_slope(n, total):
    x = total / (n + alpha * gas_amount(n))
    return alpha * x * (1 - vapour_density * molar_volume)


start = moles0 + alpha * gas_amount(moles0)
sol = solve_ivp(inventory_slope, (moles0, f * moles0), [start],
                rtol=1e-10, atol=1e-13)
head_ode = sol.y[0, -1] / (f * moles0 + alpha * gas_amount(f * moles0))
assert abs(head_ode / head_ratio - 1) < 3e-4  # neglected headspace growth
assert head_ode > ratio * 1.001

# Stagnant pool: diffusion below a receding surface
depth = moles0 * molar_volume / area
speed = draw * molar_volume / area


def stagnant(diff, cells):
    faces = np.arange(1, cells) / cells

    def rates(t, amount):
        h = (depth - speed * t) / cells
        x = amount / h
        inner = -diff * np.diff(x) / h + speed * faces * (x[1:] + x[:-1]) / 2
        surface = x[-1] / (1 + (alpha - 1) * speed * h / (2 * diff))
        flux = np.concatenate(([0.0], inner, [alpha * speed * surface]))
        return -np.diff(flux)
    run = solve_ivp(rates, (0, duration), np.full(cells, depth / cells),
                    method="BDF", rtol=1e-7, atol=1e-10)
    assert run.success
    return run.y[:, -1].sum() / (depth - speed * duration)


still = stagnant(diffusivity, 120)
assert abs(stagnant(diffusivity, 60) / still - 1) < 2e-3
assert abs(stagnant(1e4 * diffusivity, 40) / ratio - 1) < 1e-3
slow = 0.01 * diffusivity
layer_loss = (1 - 1 / alpha) * slow / (speed * f * depth)
# Slow diffusion leaves only a thin, nearly steady depleted layer
assert abs(stagnant(slow, 200) - (1 - layer_loss)) < 1e-3
mix_time = depth ** 2 / diffusivity


# Temperature dependence of the volatility ratio
def alpha_at(temp):
    return alpha * np.exp((h_host - h_imp) / k_ev
                          * (1 / temp - 1 / temperature))


slope_integral = quad(lambda t: (h_imp - h_host) / (k_ev * t * t),
                      temperature, warm)[0]
assert abs(np.log(alpha_at(warm) / alpha) - slope_integral) < 1e-9
heat = draw * const.N_A * h_host * const.e
cooling = heat * depth / (area * conductivity)
alpha_cool, alpha_warm = alpha_at(temperature - cooling), alpha_at(warm)

# Weak non-ideality: chemical potential from the excess free energy
gamma = np.exp(w_mix / (k_ev * temperature))


def excess(ni):
    return w_mix * ni / (ni + 1)


tiny = 1e-5
mu = (excess(tiny) - excess(-tiny)) / (2 * tiny)
assert abs(np.exp(mu / (k_ev * temperature)) / gamma - 1) < 1e-8
alpha_mix = alpha * gamma


# Molecular evaporation: one-way flux from the Maxwell distribution
def one_way_flux(pressure, mass):
    return pressure * quad(lambda u: u * np.sqrt(mass / (2 * np.pi))
                           * np.exp(-mass * u * u / 2),
                           0, 12 / np.sqrt(mass))[0]


alpha_free = alpha * np.sqrt(mass_host / mass_imp)
flux_ratio = one_way_flux(p_imp, mass_imp) / one_way_flux(p_host, mass_host)
assert abs(flux_ratio / alpha_free - 1) < 1e-8

ppm = 1e6 * x_start
print(f"Temperature: {temperature:.0f} K")
print(f"Pure host vapour pressure: {p_host:.0f} Torr")
print(f"Pure impurity vapour pressure: {p_imp:.0f} Torr")
print(f"Volatility ratio alpha: {alpha:.1f}")
print(f"Initial liquid: {moles0:.2f} mol; fraction left: {f:.2f}")
print(f"Impurity ratio x/x0, dilute law: {ratio:.4f}")
print(f"Impurity ratio x/x0, time integration: {ode_ratio:.4f}")
print(f"Impurity amount left / initial amount: {amount_left:.4f}")
print(f"Ratio for one closed evaporation: {single:.4f}")
print(f"Liquid impurity, initial: {ppm:.1f} ppm")
print(f"Liquid impurity, final: {ppm * ratio:.2f} ppm")
print(f"Vapour impurity, first: {ppm * alpha:.0f} ppm")
print(f"Vapour impurity, last: {ppm * alpha * ratio:.1f} ppm")
print(f"Vapour impurity, mean: {ppm * mean_vapour:.1f} ppm")
print(f"Initial impurity partial pressure: {x_start * p_imp:.4f} Torr")
print(f"Evaporated fraction for x/x0={target:.2f}: {needed:.4f}")
print(f"Dose: {dose * 1e6:.0f} micromol every {period:.0f} s")
print(f"Number of doses: {doses}; duration: {duration:.3g} s")
print(f"Ratio with finite doses: {pulsed:.5f}; dilute: {ratio:.5f}")
print(f"Relative shift from finite x0: {100 * finite_shift:.4f} percent")
print(f"Ratio for initial mole fraction {x_rich:.2f}: "
      f"{finite_ratio(x_rich):.4f}")
print(f"Headspace: {head_volume:.0f} cm3, vapour {gas * moles0:.3e} mol")
print(f"Ratio with headspace: {head_ratio:.5f}")
print(f"Host molar volume: {molar_volume:.0f} cm3/mol")
print(f"Pool area: {area:.0f} cm2; depth: {depth:.3f} cm")
print(f"Surface recession speed: {speed:.3e} cm/s")
print(f"Liquid diffusivity: {diffusivity:.1e} cm2/s")
print(f"Diffusion time depth^2/D: {mix_time:.3g} s")
print(f"Mean ratio in stagnant liquid: {still:.3f}")
print(f"Evaporation enthalpies, host and impurity: "
      f"{h_host:.2f}, {h_imp:.2f} eV")
print(f"Liquid thermal conductivity: {conductivity:.1e} W/(cm K)")
print(f"Evaporation heat load: {heat:.4f} W")
print(f"Surface cooling by conduction alone: {cooling:.2f} K")
print(f"Cooled surface: alpha {alpha_cool:.2f}, "
      f"ratio {dilute_ratio(alpha_cool):.4f}")
print(f"At {warm:.0f} K: alpha {alpha_warm:.2f}, "
      f"ratio {dilute_ratio(alpha_warm):.4f}")
print(f"Mixing energy: {w_mix:.3f} eV; activity factor: {gamma:.3f}")
print(f"Non-ideal: alpha {alpha_mix:.2f}, "
      f"ratio {dilute_ratio(alpha_mix):.4f}")
print(f"Molar masses, host and impurity: "
      f"{mass_host:.0f}, {mass_imp:.0f} g/mol")
print(f"Molecular evaporation: alpha {alpha_free:.2f}, "
      f"ratio {dilute_ratio(alpha_free):.4f}")
print("PASS")
```

Running it gives:

```
Temperature: 293 K
Pure host vapour pressure: 10 Torr
Pure impurity vapour pressure: 100 Torr
Volatility ratio alpha: 10.0
Initial liquid: 1.00 mol; fraction left: 0.80
Impurity ratio x/x0, dilute law: 0.1342
Impurity ratio x/x0, time integration: 0.1342
Impurity amount left / initial amount: 0.1074
Ratio for one closed evaporation: 0.3571
Liquid impurity, initial: 100.0 ppm
Liquid impurity, final: 13.42 ppm
Vapour impurity, first: 1000 ppm
Vapour impurity, last: 134.2 ppm
Vapour impurity, mean: 446.3 ppm
Initial impurity partial pressure: 0.0100 Torr
Evaporated fraction for x/x0=0.01: 0.4005
Dose: 10 micromol every 10 s
Number of doses: 20000; duration: 2e+05 s
Ratio with finite doses: 0.13423; dilute: 0.13422
Relative shift from finite x0: 0.0866 percent
Ratio for initial mole fraction 0.05: 0.2025
Headspace: 200 cm3, vapour 1.095e-04 mol
Ratio with headspace: 0.13455
Host molar volume: 110 cm3/mol
Pool area: 30 cm2; depth: 3.667 cm
Surface recession speed: 3.667e-06 cm/s
Liquid diffusivity: 2.0e-05 cm2/s
Diffusion time depth^2/D: 6.72e+05 s
Mean ratio in stagnant liquid: 0.517
Evaporation enthalpies, host and impurity: 0.41, 0.35 eV
Liquid thermal conductivity: 1.4e-03 W/(cm K)
Evaporation heat load: 0.0396 W
Surface cooling by conduction alone: 3.45 K
Cooled surface: alpha 10.29, ratio 0.1259
At 313 K: alpha 8.59, ratio 0.1838
Mixing energy: 0.005 eV; activity factor: 1.219
Non-ideal: alpha 12.19, ratio 0.0823
Molar masses, host and impurity: 190, 170 g/mol
Molecular evaporation: alpha 10.57, ratio 0.1181
PASS
```
